# PAW overlaps between neighbouring k points and their augmentation phase: test program

```python
"""PAW overlaps of cell-periodic functions at k and k+b.

Result under test:
  <u_k|u_k+b> = <us_k|us_k+b>
     + sum_atoms exp(-i b tau) sum_ij <psis_k|p_i> Q_ij(b) <p_j|psis_k+b>
  Q_ij(b) = integral (phi_i phi_j - phis_i phis_j) exp(-i b y) dy
u, psi: all-electron periodic part and Bloch function; us, psis: smooth ones;
phi, phis: all-electron and smooth partial waves; p: projectors; tau: atom
position; y: position relative to the atom.  At b=0 this is the S operator.
One-dimensional crystal, Hartree atomic units; the angular expansion of Q
is tested separately in three dimensions.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import spherical_jn, eval_legendre
from sympy.physics.wigner import gaunt
from numpy.polynomial import Polynomial

CELL = 6.0
TAU = [1.5, 4.0]
DEPTH = [3.0, 2.5]
WIDTH = 0.2
RC = 1.0
BUMP = 2.0            # height of the smooth local potential inside a sphere
NMAX = 60
NK = 4
n = np.arange(-NMAX, NMAX + 1)
G = 2 * np.pi * n / CELL
b = 2 * np.pi / (CELL * NK)

# ---------- all-electron crystal in plane waves ----------
dG = G[:, None] - G[None, :]
v_ae = sum(-V * WIDTH * np.sqrt(np.pi) / CELL
           * np.exp(-(dG * WIDTH)**2 / 4 - 1j * dG * t)
           for V, t in zip(DEPTH, TAU))


def solve_ae(k):
    e, c = eigh(np.diag(0.5 * (k + G)**2) + v_ae)
    return e[0], c[:, 0]


eps = solve_ae(b / 2)[0]      # reference energy of the PAW dataset

# ---------- PAW dataset ----------
g, wg = np.polynomial.legendre.leggauss(80)
yp, wp = 0.5 * RC * (g + 1), 0.5 * RC * wg
y = np.concatenate([-yp[::-1], yp])
w = np.concatenate([wp[::-1], wp])
v_smooth = BUMP * (1 - (y / RC)**2)**4


def make_dataset(depth):
    phi, phis, chi = [], [], []
    for parity in (0, 1):
        def rhs(x, f):
            v = -depth * np.exp(-(x / WIDTH)**2)
            return [f[1], 2 * (v - eps) * f[0]]
        start = [1.0, 0.0] if parity == 0 else [0.0, 1.0]
        sol = solve_ivp(rhs, (0, RC), start, method="DOP853",
                        t_eval=np.append(yp, RC), rtol=1e-12, atol=1e-13,
                        max_step=0.02)
        half, f0, f1 = sol.y[0, :-1], sol.y[0, -1], sol.y[1, -1]
        phi.append(np.concatenate([(-1)**parity * half[::-1], half]))
        powers = [2 * m + parity for m in range(4)]
        # the well is negligible at RC, so higher derivatives follow from eps
        target = [f0, f1, -2 * eps * f0, -2 * eps * f1]
        mat = [[Polynomial.basis(p).deriv(d)(RC) if d else RC**p
                for p in powers] for d in range(4)]
        coef = np.zeros(8)
        coef[powers] = np.linalg.solve(np.array(mat, float), target)
        poly = Polynomial(coef)
        phis.append(poly(y))
        chi.append(-0.5 * poly.deriv(2)(y) + (v_smooth - eps) * poly(y))
    phi, phis, chi = map(np.array, (phi, phis, chi))
    B = (phis * w) @ chi.T
    proj = np.linalg.inv(B).T @ chi
    q = (phi * w) @ phi.T - (phis * w) @ phis.T
    return dict(phi=phi, phis=phis, p=proj, q=q, D=q * eps - B)


atoms = [make_dataset(V) for V in DEPTH]


def Q(atom, bb):
    ph = w * np.exp(-1j * bb * y)
    return ((atom["phi"] * ph) @ atom["phi"].T
            - (atom["phis"] * ph) @ atom["phis"].T)


nd = np.arange(-2 * NMAX, 2 * NMAX + 1)
ft = np.exp(-2j * np.pi * np.outer(nd, y) / CELL) @ (w * v_smooth) / CELL
ft = ft * sum(np.exp(-2j * np.pi * nd * t / CELL) for t in TAU)
v_loc = ft[(n[:, None] - n[None, :]) + 2 * NMAX]


def projector_rows(k):
    wave = np.exp(1j * np.outer(y, k + G))
    return [(at["p"] * w) @ wave * np.exp(1j * (k + G) * t) / np.sqrt(CELL)
            for at, t in zip(atoms, TAU)]


def solve_paw(k):
    P = projector_rows(k)
    H = np.diag(0.5 * (k + G)**2) + v_loc
    S = np.eye(len(G), dtype=complex)
    for at, Pa in zip(atoms, P):
        H = H + Pa.conj().T @ at["D"] @ Pa
        S = S + Pa.conj().T @ at["q"] @ Pa
    H, S = (H + H.conj().T) / 2, (S + S.conj().T) / 2
    e, c = eigh(H, S, subset_by_index=[0, 1])
    return e, c, [Pa @ c for Pa in P]


def fix(c):
    """Phase that makes the wavefunction positive at the interstitial x=0."""
    s = c.sum()
    return np.conj(s) / abs(s)


def state(k):
    e, c, f = solve_paw(k)
    ph = fix(c[:, 0])
    return dict(k=k, e=e[0], c=c[:, 0] * ph, f=[fa[:, 0] * ph for fa in f])


def augmentation(s1, s2, bb, phase=True):
    return sum((np.exp(-1j * bb * t) if phase else 1.0)
               * (f1.conj() @ Q(at, bb) @ f2)
               for at, t, f1, f2 in zip(atoms, TAU, s1["f"], s2["f"]))


def overlap(s1, s2, bb, phase=True):
    return s1["c"].conj() @ s2["c"] + augmentation(s1, s2, bb, phase)


def periodic_part(s, t):
    return np.exp(1j * np.outer(t + y, G)) @ s["c"] / np.sqrt(CELL)


def reconstruct(s1, s2, bb):
    """Overlap of reconstructed functions, and the incompleteness remainder."""
    total, rem = s1["c"].conj() @ s2["c"], 0
    for ia, (at, t) in enumerate(zip(atoms, TAU)):
        ph = w * np.exp(-1j * bb * (t + y))
        smooth, delta, eta = [], [], []
        for s in (s1, s2):
            ps = np.exp(1j * s["k"] * (t + y)) * periodic_part(s, t)
            smooth.append(ps)
            delta.append(s["f"][ia] @ (at["phi"] - at["phis"]))
            eta.append(ps - s["f"][ia] @ at["phis"])
        full = [a + d for a, d in zip(smooth, delta)]
        total += np.sum(ph * (full[0].conj() * full[1]
                              - smooth[0].conj() * smooth[1]))
        rem += np.sum(ph * (eta[0].conj() * delta[1]
                            + delta[0].conj() * eta[1]))
    return total, rem


# ---------- pair at the reference energy: partial waves are complete ----------
ks = [(j - 1.5) * b for j in range(NK)]
paw = [state(k) for k in ks]
ae = []
for k in ks:
    e, c = solve_ae(k)
    ae.append(dict(e=e, c=c * fix(c)))
sm, sp = paw[1], paw[2]
M_ae = ae[1]["c"].conj() @ ae[2]["c"]
M_smooth = sm["c"].conj() @ sp["c"]
M_aug = augmentation(sm, sp, b)
M_paw = overlap(sm, sp, b)
M_nophase = overlap(sm, sp, b, phase=False)
direct, rem = reconstruct(sm, sp, b)
print(f"cell {CELL} bohr; atoms at {TAU[0]}, {TAU[1]} bohr; "
      f"sphere radius {RC} bohr")
print(f"well depths {DEPTH[0]}, {DEPTH[1]} hartree; width {WIDTH} bohr; "
      f"smooth bump {BUMP} hartree")
print(f"plane waves {len(G)}; k points {NK}; b = {b:.6f} 1/bohr")
print(f"reference energy = {eps:.8f} hartree")
print(f"PAW energy at b/2 = {sp['e']:.8f} hartree")
for i, at in enumerate(atoms):
    Qb = Q(at, b)
    print(f"atom {i+1}: q_even = {at['q'][0,0]:.6f}, "
          f"q_odd = {at['q'][1,1]:.6f} (partial-wave units)")
    print(f"atom {i+1}: Q_even,even(b) = {Qb[0,0].real:.6f}, "
          f"Q_even,odd(b) = {Qb[0,1].imag:.6f} i")
print("Pair -b/2, +b/2 (dimensionless overlaps):")
print(f"  all-electron         {M_ae:.7f}")
print(f"  smooth part          {M_smooth:.7f}")
print(f"  augmentation         {M_aug:.7f}")
print(f"  PAW total            {M_paw:.7f}")
print(f"  PAW, phase omitted   {M_nophase:.7f}")
print(f"  |PAW - all-electron| {abs(M_paw - M_ae):.1e}")
print(f"  |remainder|          {abs(rem):.1e}")
assert abs(sp["e"] - eps) < 1e-7
assert abs(M_paw - M_ae) < 1e-6
assert abs(direct - M_paw) < 1e-6 and abs(rem) < 1e-6
assert abs(M_nophase - M_ae) > 1e-3

# atom-centred projectors absorb the explicit phase
M_centred = M_smooth
for at, t in zip(atoms, TAU):
    f = [(at["p"] * w * np.exp(1j * s["k"] * y)) @ periodic_part(s, t)
         for s in (sm, sp)]
    M_centred = M_centred + f[0].conj() @ Q(at, b) @ f[1]
assert abs(M_centred - M_paw) < 1e-9
print(f"  atom-centred form    {M_centred:.7f}")

# reversed overlap, b=0 limit, first-order term
assert abs(overlap(sp, sm, -b) - np.conj(M_paw)) < 1e-10
norm_direct = reconstruct(sp, sp, 0.0)[0]
assert abs(norm_direct - 1) < 1e-6
_, c2, f2 = solve_paw(b / 2)
gram = c2.conj().T @ c2 + sum(f.conj().T @ Q(at, 0.0) @ f
                              for at, f in zip(atoms, f2))
assert np.allclose(gram, np.eye(2), atol=1e-9)
smooth_norm = np.vdot(sp["c"], sp["c"]).real
print(f"b=0: smooth norm = {smooth_norm:.6f}, "
      f"augmentation = {augmentation(sp, sp, 0.0).real:.6f}")
print(f"b=0: reconstructed norm = {norm_direct.real:.8f}")
h = 1e-3
for at in atoms:
    dip = (at["phi"] * w * y) @ at["phi"].T - (at["phis"] * w * y) @ at["phis"].T
    assert np.allclose((Q(at, h) - Q(at, -h)) / (2 * h), -1j * dip, atol=1e-6)

# ---------- pair away from the reference energy ----------
M_off = overlap(paw[2], paw[3], b)
M_off_ae = ae[2]["c"].conj() @ ae[3]["c"]
direct_off, rem_off = reconstruct(paw[2], paw[3], b)
assert abs(direct_off - M_off - rem_off) < 1e-9
assert abs(rem_off) > 10 * abs(rem)
assert abs(M_off - M_off_ae) < 0.02
print("Pair b/2, 3b/2 (dimensionless overlaps):")
print(f"  energy at 3b/2: all-electron {ae[3]['e']:.7f}, "
      f"PAW {paw[3]['e']:.7f} hartree")
print(f"  all-electron         {M_off_ae:.7f}")
print(f"  PAW total            {M_off:.7f}")
print(f"  |PAW - all-electron| {abs(M_off - M_off_ae):.1e}")
print(f"  |remainder|          {abs(rem_off):.1e}")


# ---------- closed loop through the zone: centre of the lowest band ----------
def centre(states, link):
    prod = 1.0
    for j in range(NK):
        nxt = dict(states[(j + 1) % NK])
        if j == NK - 1:
            nxt["c"] = np.roll(nxt["c"], -1)
        prod = prod * link(states[j], nxt)
    return (-CELL / (2 * np.pi) * np.angle(prod)) % CELL


def distance(x1, x2):
    return abs((x1 - x2 + CELL / 2) % CELL - CELL / 2)


x_ae = centre(ae, lambda s, t: s["c"].conj() @ t["c"])
x_paw = centre(paw, lambda s, t: overlap(s, t, b))
x_bad = centre(paw, lambda s, t: overlap(s, t, b, phase=False))
print(f"band centre, all-electron       = {x_ae:.5f} bohr")
print(f"band centre, PAW                = {x_paw:.5f} bohr")
print(f"band centre, PAW, phase omitted = {x_bad:.5f} bohr")
assert distance(x_ae, x_paw) < 0.02
assert distance(x_ae, x_bad) > 5 * distance(x_ae, x_paw)

# ---------- three dimensions: angular expansion for s and p_z ----------
r, wr = yp, wp
cut = (1 - r**2)**3
R_ae = [1 + 2 * cut, r * (1 + 3 * cut)]
R_ps = [np.ones_like(r), r]
bvec = np.array([0.6, 0.0, 0.8])
bn = np.linalg.norm(bvec)
ct, wt = np.polynomial.legendre.leggauss(24)
az = 2 * np.pi * np.arange(32) / 32
rr, cc, aa = np.meshgrid(r, ct, az, indexing="ij")
phase3 = np.exp(-1j * rr * (bvec[0] * np.sqrt(1 - cc**2) * np.cos(aa)
                            + bvec[2] * cc))
w3 = wr[:, None, None] * wt[None, :, None] * (2 * np.pi / 32)
Y = [np.full_like(cc, np.sqrt(1 / (4 * np.pi))), np.sqrt(3 / (4 * np.pi)) * cc]
print(f"3D model: b = ({bvec[0]}, {bvec[1]}, {bvec[2]}) 1/bohr")
for i, j, name in ((0, 0, "s,s"), (0, 1, "s,pz"), (1, 1, "pz,pz")):
    dF = r**2 * (R_ae[i] * R_ae[j] - R_ps[i] * R_ps[j])
    brute = np.sum(w3 * dF[:, None, None] * Y[i] * Y[j] * phase3)
    series = 0
    for L in range(abs(i - j), i + j + 1, 2):
        YL = np.sqrt((2 * L + 1) / (4 * np.pi)) * eval_legendre(L, bvec[2] / bn)
        series += (4 * np.pi * (-1j)**L * YL * float(gaunt(i, j, L, 0, 0, 0))
                   * np.sum(wr * dF * spherical_jn(L, bn * r)))
    assert abs(brute - series) < 1e-10
    print(f"  Q_{name}(b): series {series:.7f}, quadrature {brute:.7f}")

# a smoothed charge with the same moment errs at order b^(L+2)
for i, j, L in ((0, 0, 0), (0, 1, 1), (1, 1, 2)):
    dF = r**2 * (R_ae[i] * R_ae[j] - R_ps[i] * R_ps[j])
    shape = r**(L + 2) * (1 - r**2)**2
    shape = shape * np.sum(wr * r**L * dF) / np.sum(wr * r**L * shape)
    err = [np.sum(wr * (dF - shape) * spherical_jn(L, q * r))
           for q in (0.2, 0.1)]
    order = np.log2(abs(err[0] / err[1]))
    print(f"  smoothed charge, L={L}: error order in b = {order:.3f}")
    assert abs(order - (L + 2)) < 0.05

print("ALL CHECKS PASSED")
```

Running it gives:

```
cell 6.0 bohr; atoms at 1.5, 4.0 bohr; sphere radius 1.0 bohr
well depths 3.0, 2.5 hartree; width 0.2 bohr; smooth bump 2.0 hartree
plane waves 121; k points 4; b = 0.261799 1/bohr
reference energy = -0.48017238 hartree
PAW energy at b/2 = -0.48017238 hartree
atom 1: q_even = 0.203694, q_odd = 0.003515 (partial-wave units)
atom 1: Q_even,even(b) = 0.203309, Q_even,odd(b) = -0.002247 i
atom 2: q_even = 0.177085, q_odd = 0.002979 (partial-wave units)
atom 2: Q_even,even(b) = 0.176738, Q_even,odd(b) = -0.001926 i
Pair -b/2, +b/2 (dimensionless overlaps):
  all-electron         0.9767265-0.1726622j
  smooth part          0.8361175-0.1493819j
  augmentation         0.1406090-0.0232803j
  PAW total            0.9767265-0.1726622j
  PAW, phase omitted   0.9676926-0.0983082j
  |PAW - all-electron| 7.6e-10
  |remainder|          1.6e-13
  atom-centred form    0.9767265-0.1726622j
b=0: smooth norm = 0.856602, augmentation = 0.143398
b=0: reconstructed norm = 1.00000000
Pair b/2, 3b/2 (dimensionless overlaps):
  energy at 3b/2: all-electron -0.4473075, PAW -0.4472752 hartree
  all-electron         0.8953558-0.3610267j
  PAW total            0.8953796-0.3610339j
  |PAW - all-electron| 2.5e-05
  |remainder|          1.2e-04
band centre, all-electron       = 1.92743 bohr
band centre, PAW                = 1.92752 bohr
band centre, PAW, phase omitted = 1.64214 bohr
3D model: b = (0.6, 0.0, 0.8) 1/bohr
  Q_s,s(b): series 0.2824068+0.0000000j, quadrature 0.2824068+0.0000000j
  Q_s,pz(b): series 0.0000000-0.0416099j, quadrature 0.0000000-0.0416099j
  Q_pz,pz(b): series 0.1099940+0.0000000j, quadrature 0.1099940+0.0000000j
  smoothed charge, L=0: error order in b = 1.998
  smoothed charge, L=1: error order in b = 2.999
  smoothed charge, L=2: error order in b = 3.999
ALL CHECKS PASSED
```
